# Why the sum of in-sphere L is not the orbital magnetization

**Q:** My PAW calculation prints the expectation value of \(\mathbf L\) in a sphere around each atom. I add these values over the cell, change the sign for the electron charge, and call the result the orbital magnetization in Bohr magnetons. What could be missing?

**A:** Start with a finite system, where the definition is plain. In atomic units, with electron charge \(-1\), the orbital moment along \(z\) is

\[
m=-\tfrac12\sum_{\rm occ}\langle x v_y-y v_x\rangle .
\]

For a local potential, without spin-orbit coupling and at zero field, \(\mathbf v=\mathbf p\), so \(m=-\tfrac12\langle L_z\rangle\), with \(\mathbf L\) taken about one common origin. Your spheres use a different origin for each atom. Inside sphere \(s\), centred at \(\mathbf R_s\), write \(\mathbf r=\mathbf R_s+(\mathbf r-\mathbf R_s)\). Then

\[
\langle\mathbf L\rangle=\sum_s\langle(\mathbf r-\mathbf R_s)\times\mathbf p\rangle_s+\sum_s\mathbf R_s\times\langle\mathbf p\rangle_s+\langle\mathbf r\times\mathbf p\rangle_{\rm interstitial}.
\]

You print the first term. The second is charge drifting through the spheres, and the third is current between them.

**Q:** Are the other two ever more than a small correction?

**A:** Take one electron on three s-type Gaussians \(e^{-\alpha r^2}\) at the corners of a triangle, with amplitudes \(e^{2\pi ij/3}\), so that it circulates. With \(\alpha=0.5\) Å\(^{-2}\), side 2.5 Å and sphere radius 1.2 Å, integration gives, in units of \(\hbar\),

\[
0.01472+0.17584+0.22382=0.41438 .
\]

The sphere sum is 3.6% of the total. The reason is that \(L_z\) about a centre annihilates the s function \(g\) sitting there. The cross term with the neighbours' tails \(T\) vanishes too: \(L_z\) is Hermitian within a sphere, so \(\langle g|L_zT\rangle_s=\langle L_zg|T\rangle_s=0\). What remains is quadratic in the tails.

When the current circulates within each atom, as it can in a compact open shell, the first term may dominate and your sum may be a fair estimate. That is a property of the state, not an identity.

**Q:** A crystal has no boundary and \(\mathbf r\) is unbounded. Perhaps the sphere sum is the sensible definition there?

**A:** Test that on a model where the on-site moment is zero. The Haldane model has one real s orbital per site of a honeycomb lattice, so \(\langle s|\mathbf L|s\rangle=0\) whatever the occupation. Its ingredients are:

- a real nearest-neighbour hopping \(t_1\), with the B neighbours of an A site lying at 30°, 150° and 270° (this orientation fixes the signs of the moments and of the Chern number below);
- a second-neighbour hopping \(t_2e^{i\varphi}\) on sublattice A and \(t_2e^{-i\varphi}\) on B, for hops by the three lattice vectors \(\mathbf e_j\), of length equal to the lattice constant, at 0°, 120° and 240°, with the conjugate for the reverse hops;
- site energies \(+\Delta\) on A and \(-\Delta\) on B.

The position operator is taken as diagonal in the sites. This idealization drops the tails inside spheres.

Cut out a finite flake. With \(\mathbf v=i[H,\mathbf r]\) and commuting \(x,y\),

\[
xv_y-yv_x=i(xHy-xyH-yHx+yxH)=i(xHy-yHx).
\]

For an orbital \(w\), put \(z=\langle xw|H|yw\rangle\). The expectation value is \(i(z-z^*)=-2\,{\rm Im}\,z\), so its moment is

\[
m_w=-\tfrac12(-2\,{\rm Im}\,z)={\rm Im}\langle xw|H|yw\rangle .
\]

A site-diagonal element of \(xHy-yHx\) is \(H_{ii}(x_iy_i-y_ix_i)=0\). Any moment therefore comes from the bonds.

**Q:** And is there one?

**A:** Yes. I chose lattice constant 4 Å, \(t_1=2\) eV, \(t_2=0.4\) eV, \(\varphi=\pi/4\) and \(\Delta=3\) eV, with the lower band filled. The flakes are rhombi of \(N\times N\) cells spanned by the lattice vectors at 0° and 60°, each cell holding an A site and its B neighbour at 30°; the values per cell depend on this cut. For \(N=14,18,22\) they have moments per cell of \(-0.01835\), \(-0.01916\) and \(-0.01968\,\mu_B\). Rims and corners still contribute, so write the total as \(T(N)=aN^2+bN+c\). The second difference removes \(b\) and \(c\):

\[
T(22)-2T(18)+T(14)=(484-648+196)\,a=32a .
\]

The rounded moments give \((-9.525+12.416-3.597)/32=-0.0221\,\mu_B\) per cell. The sphere sum says zero.

**Q:** Could that be an edge effect? Your moment needs a boundary.

**A:** Some of the current does run at the edge, but its strength is fixed by the bulk. Describe the occupied space by localized orthonormal orbitals \(w_s\) with centres \(\mathbf r_s\), one per cell. This is possible here because the band has zero Chern number. Splitting \(\mathbf r\) about \(\mathbf r_s\) gives a local and an itinerant circulation:

\[
m=-\tfrac12\sum_s\langle(\mathbf r-\mathbf r_s)\times\mathbf v\rangle_s-\tfrac12\sum_s\mathbf r_s\times\langle\mathbf v\rangle_s .
\]

Here the cross product means its \(z\) component, and \(\langle\cdot\rangle_s\) is now the expectation value in \(w_s\).

In the bulk, \(\langle\mathbf v\rangle_s\) is the zone average of \(\nabla_kE\), which vanishes because \(E\) is periodic. Near the rim it need not vanish. Take for \(w_s\) the B-site orbitals projected on the occupied space and symmetrically orthonormalized. In the largest flake, \(\hbar\) times the speed is then about \(10^{-8}\) eV Å for a central orbital and 0.108 eV Å for the fastest rim orbital; the rim value depends on this choice of orbitals. The number of rim orbitals grows like \(N\), and so does \(|\mathbf r_s|\), so the second sum can grow like the area.

**Q:** Then how can the bulk fix it?

**A:** \(H\) maps occupied states to occupied states, so the set of \(w_{s'}\) can be inserted next to it:

\[
\langle\mathbf v\rangle_s=i\langle H\mathbf r-\mathbf rH\rangle_s=-2\,{\rm Im}\langle w_s|H\mathbf r|w_s\rangle=\sum_{s'}\mathbf v_{ss'},\qquad
\mathbf v_{ss'}=-2\,{\rm Im}\,(H_{ss'}\mathbf r_{s's}).
\]

Exchanging \(s\) and \(s'\) conjugates the bracket, so \(\mathbf v_{s's}=-\mathbf v_{ss'}\). Averaging the double sum with its relabelled copy gives

\[
\sum_s\mathbf r_s\times\langle\mathbf v\rangle_s=\tfrac12\sum_{ss'}(\mathbf r_s-\mathbf r_{s'})\times\mathbf v_{ss'} .
\]

Each term now depends on relative positions and falls off with distance. Interior pairs supply the part proportional to area, and changes at the rim affect only the part proportional to the perimeter.

**Q:** I would like that as an integral over Bloch states.

**A:** Let \(A\) be the cell area and abbreviate \(\int_k=A\int d^2k/(2\pi)^2\), the zone average. With \(u\) normalized in one cell,

\[
w_{\mathbf R}=\int_k e^{-i\mathbf k\cdot\mathbf R}\,e^{i\mathbf k\cdot\mathbf r}u_{\mathbf k}.
\]

For the local part, use \(\mathbf r\,e^{i\mathbf k\cdot\mathbf r}=-i\nabla_ke^{i\mathbf k\cdot\mathbf r}\) and integrate by parts. The Bloch state can be chosen smooth and periodic in \(\mathbf k\), so no boundary term appears, and \(\mathbf r\,w_0=\int_ke^{i\mathbf k\cdot\mathbf r}\,i\nabla_ku\). The factors \(i\) and \(i^*\) multiply to one. Since \(\langle\mathbf v\rangle=0\) in the bulk, the choice of origin drops out, and

\[
m_{\rm LC}={\rm Im}\langle xw_0|H|yw_0\rangle=\int_k{\rm Im}\langle\partial_xu|H_k|\partial_yu\rangle .
\]

For the itinerant part, bulk centres obey \(\mathbf r_0-\mathbf r_{\mathbf R}=-\mathbf R\). Per cell,

\[
m_{\rm IC}=-\tfrac14\sum_{\mathbf R}(-\mathbf R)\times\mathbf v_{0\mathbf R}
=-\tfrac12\,{\rm Im}\sum_{\mathbf R}H_{0\mathbf R}\,(R_x\,y_{\mathbf R0}-R_y\,x_{\mathbf R0}).
\]

Define \(\mathbf a=i\langle u|\nabla_ku\rangle\), which is real. Then \(\mathbf r_{\mathbf R0}=\int_ke^{i\mathbf k\cdot\mathbf R}\mathbf a\). Also \(E=\sum_{\mathbf R}H_{0\mathbf R}e^{i\mathbf k\cdot\mathbf R}\), so \(\sum_{\mathbf R}\mathbf R\,H_{0\mathbf R}e^{i\mathbf k\cdot\mathbf R}=-i\nabla_kE\). Inserting these and then integrating by parts,

\[
m_{\rm IC}=\tfrac12\int_k(a_y\partial_xE-a_x\partial_yE)=-\tfrac12\int_kE\,\Omega,
\]

\[
\Omega=\partial_xa_y-\partial_ya_x=i\big(\langle\partial_xu|\partial_yu\rangle-\langle\partial_yu|\partial_xu\rangle\big)=-2\,{\rm Im}\langle\partial_xu|\partial_yu\rangle .
\]

Hence \(m_{\rm IC}=\int_kE\,{\rm Im}\langle\partial_xu|\partial_yu\rangle\), and

\[
m=\int_k{\rm Im}\langle\partial_xu|(H_k+E)|\partial_yu\rangle .
\]

For the model, the bulk integrals give

\[
m=-0.10545+0.08336=-0.02209\,\mu_B=-1.28\times10^{-6}\ \text{eV/T per cell}.
\]

The flakes reproduce the two parts separately. A lattice without edges, threaded by a weak uniform flux, gives the same total from the field derivative of its grand potential. The moment is therefore not an artefact of cutting the sample.

**Q:** The formula I have seen also contains the chemical potential.

**A:** It matters when the Chern number \(C=\frac1{2\pi}\int d^2k\,\Omega\) is nonzero. Shift the zero of energy by \(\epsilon\). The result above changes by \(2\epsilon\int_k{\rm Im}\langle\partial_xu|\partial_yu\rangle=-\epsilon AC/2\pi\), and a moment cannot depend on that choice. Subtracting \(2\mu\) restores the invariance:

\[
m=\int_k{\rm Im}\langle\partial_xu|(H_k+E-2\mu)|\partial_yu\rangle,\qquad \frac{dm}{d\mu}=\frac{AC}{2\pi}.
\]

My derivation used a Bloch state that is smooth and periodic in \(\mathbf k\). With such a choice \(\mathbf a\) is smooth and periodic, so the zone integral of \(\Omega=\partial_xa_y-\partial_ya_x\) vanishes, and the choice is therefore unavailable for \(C\neq0\). In that phase the argument is one of consistency, and the support comes from the numerical field derivative.

With \(\Delta=0\) the model has \(C=1\). A moment in eV Å\(^2\) becomes Bohr magnetons on division by \(\hbar^2/2m_e=3.810\) eV Å\(^2\), so the slope is

\[
\frac{13.856}{2\pi\times3.810}=0.5788\ \mu_B/\text{eV}.
\]

At \(\mu=-1.5\) eV the moment is \(-0.5197\,\mu_B\) (\(-3.01\times10^{-5}\) eV/T). Raising \(\mu\) by 1.5 eV within the gap adds \(0.8682\,\mu_B\) and gives \(+0.3485\,\mu_B\) (\(2.02\times10^{-5}\) eV/T) at \(\mu=0\). The field derivative agrees at both values. The on-site moment is zero throughout, while the total changes sign.

At zero field no bulk level lies in the gap, so moving \(\mu\) changes no bulk occupation, and the lattice without edges has no other states. But \(m\) and the electron number \(n\) per cell are both derivatives of one grand potential, so \(dm/d\mu=dn/dB\). One flux quantum, \(2\pi\) in these units, spread over the whole lattice must then add \(C\) states below \(\mu\). The computed levels show one more state for \(+1\) quantum and one fewer for \(-1\).

**Q:** So complex hoppings guarantee an orbital moment?

**A:** No. For two bands, write the Hamiltonian as \(d_0\) times the unit matrix plus a traceless part, so the energies are \(d_0\pm d\). Expand \(\partial u\) in the lower state \(u\) and the upper state. The component along \(u\) contributes a real number, because \(\langle\partial_xu|u\rangle\) and \(\langle u|\partial_yu\rangle\) are both imaginary, and it drops out of the imaginary part. On the upper state, \(H_k+E=(d_0+d)+(d_0-d)=2d_0\). Therefore

\[
m=\int_k2(d_0-\mu)\,{\rm Im}\langle\partial_xu|\partial_yu\rangle=\int_k(\mu-d_0)\,\Omega,\qquad
d_0=2t_2\cos\varphi\sum_j\cos(\mathbf k\cdot\mathbf e_j).
\]

At \(\varphi=\pi/2\), \(d_0=0\). In the ordinary insulator (\(\Delta=3\) eV) the local part is then \(-0.152\,\mu_B\) and the itinerant part \(+0.152\,\mu_B\), and they cancel. A zero total does not mean that nothing circulates.

**Q:** Should I add this integral to my sphere sum?

**A:** No, that would count the atomic current twice. The integral is the whole orbital moment of the Hamiltonian it is built from. In PAW that must be the all-electron problem, with the augmentation terms in the operators and in the \(\mathbf k\) derivatives. With spin-orbit coupling, \(\mathbf v=i[H,\mathbf r]\) also differs from \(\mathbf p\), so even the full \(\langle\mathbf L\rangle\) about one origin is no longer the whole of \(\langle\mathbf r\times\mathbf v\rangle\). The spin moment is separate.

I have derived the formula for one filled band in an insulator. Several filled bands or a metal need further work. Your printed numbers remain useful as atomic quantities; label them as in-sphere orbital moments. The program accompanying this exchange carries out the numerical comparisons.

## Computed results

```
hbar^2/(2 m_e) = 3.80998 eV angstrom^2
lattice constant = 4.0 angstrom, area = 13.8564 angstrom^2
t1 = 2.0 eV, t2 = 0.4 eV, phase = 0.25 pi
Gaussians: exponent 0.5 angstrom^-2, side 2.5 angstrom, sphere radius 1.2 angstrom
ring: sum of in-sphere L_z about own centres = 0.01472 hbar
ring: drift term sum R x p = 0.17584 hbar
ring: interstitial L_z = 0.22382 hbar
ring: sum of three parts = 0.41437 hbar
ring: analytic total L_z = 0.41438 hbar
ordinary: staggered energy = 3.0 eV, Chern number = 0
ordinary: valence top = -2.3788 eV, conduction bottom = 0.6818 eV
ordinary: dm/dmu = -0.00000 mu_B/eV per cell
ordinary, mu = -1.5 eV: bulk formula m = -0.02209 mu_B = -1.2784e-06 eV/T per cell
ordinary, mu = -1.5 eV: field derivative = -0.02209 mu_B, Berry fluxes = -0.02208 mu_B
ordinary, mu = 0.0 eV: bulk formula m = -0.02209 mu_B = -1.2784e-06 eV/T per cell
ordinary, mu = 0.0 eV: field derivative = -0.02209 mu_B, Berry fluxes = -0.02208 mu_B
ordinary: extra states below mu for +1, -1 flux quantum = [0, 0]
Chern: staggered energy = 0.0 eV, Chern number = 1
Chern: valence top = -2.3182 eV, conduction bottom = 0.6212 eV
Chern: dm/dmu = 0.57883 mu_B/eV per cell
Chern, mu = -1.5 eV: bulk formula m = -0.51973 mu_B = -3.0084e-05 eV/T per cell
Chern, mu = -1.5 eV: field derivative = -0.51973 mu_B, Berry fluxes = -0.51974 mu_B
Chern, mu = 0.0 eV: bulk formula m = 0.34851 mu_B = 2.0173e-05 eV/T per cell
Chern, mu = 0.0 eV: field derivative = 0.34851 mu_B, Berry fluxes = 0.34850 mu_B
Chern: extra states below mu for +1, -1 flux quantum = [1, -1]
flake 14x14 cells: moment per cell = -0.01835 mu_B, gap = 3.259 eV
flake 18x18 cells: moment per cell = -0.01916 mu_B, gap = 3.193 eV
flake 22x22 cells: moment per cell = -0.01968 mu_B, gap = 3.156 eV
total per cell: flakes = -0.02209 mu_B, bulk = -0.02209 mu_B
LC per cell: flakes = -0.10545 mu_B, bulk = -0.10545 mu_B
IC per cell: flakes = 0.08336 mu_B, bulk = 0.08336 mu_B
hbar x speed, central orbital = 9.8e-09 eV angstrom
hbar x speed, fastest rim orbital = 0.1081 eV angstrom
phase 0: |LC| and |IC| = 0.00000 and 0.00000 mu_B
phase pi/2: LC = -0.15222 mu_B, IC = 0.15222 mu_B per cell
```
